# Lateral Diffusion Loss of Uniform Trapped Charge Under a Gate, part 2

Electrons initially fill a nitride layer with uniform sheet density $n_0$ under a gate covering $|x|<L/2$, and none lie outside. They then diffuse along $x$ with constant diffusivity $D$, without lateral fields or vertical escape. $F$ is the fraction still under the gate at time $t$; the loss $1-F$ counts electrons that have moved out from under it. The exact fraction is

$$
F=\operatorname{erf}(a)-\frac{1-e^{-a^2}}{a\sqrt{\pi}},\qquad a=\frac{L}{2\sqrt{Dt}}. \tag{1}
$$

For $\sqrt{Dt}$ short compared with $L$, the early law is

$$
1-F\simeq\frac{2}{L}\sqrt{\frac{Dt}{\pi}} . \tag{2}
$$

The displacement $X$ of one electron has the Gaussian distribution $G(X,t)$, with

$$
G(x,t)=\frac{1}{\sqrt{4\pi Dt}}\,e^{-x^2/(4Dt)} . \tag{6}
$$

The density is

$$
n(x,t)=\frac{n_0}{2}\left[\operatorname{erf}\frac{L/2-x}{\sqrt{4Dt}}+\operatorname{erf}\frac{L/2+x}{\sqrt{4Dt}}\right]. \tag{8}
$$

Here $\operatorname{erfc}(z)=1-\operatorname{erf}(z)$. For any displacement distribution $G$ independent of the starting point,

$$
F=\int_{-L}^{L}\left(1-\frac{|X|}{L}\right)G(X,t)\,dX . \tag{10}
$$

The outward diffusive flux at $x=L/2$ is

$$
J=-D\frac{\partial n}{\partial x}=n_0D\,[G(0)-G(L)]=n_0D\,\frac{1-e^{-L^2/(4Dt)}}{\sqrt{4\pi Dt}} . \tag{18}
$$

In the hopping picture, an electron leaves a trap of depth $E$ at the rate

$$
\Gamma=\nu\,e^{-E/(kT)}, \tag{21}
$$

where $\nu$ is the attempt rate, $T$ the temperature and $k$, in $kT$, Boltzmann's constant. It is caught again at distance $b$, in one of six perpendicular directions with equal probability, so

$$
D=\frac{\Gamma b^2}{6}. \tag{23}
$$

The example is a vertical NAND cell with continuous silicon nitride: $L=30$ nm, gate pitch 50 nm, $E=1.45$ eV, $b=2.5$ nm, $\nu=10^{13}\ \mathrm{s^{-1}}$, and storage for ten years ($3.154\times10^8$ s) at 358 K. Then $kT=0.03085$ eV, $\Gamma=3.87\times10^{-8}\ \mathrm{s^{-1}}$, $D=4.03\times10^{-8}\ \mathrm{nm^2/s}$, $\sqrt{Dt}=3.57$ nm, and the diffusive loss is 13.4%.

### Sensitivity to temperature and trap depth

The early law (2) varies as $\sqrt D$, hence as $e^{-E/(2kT)}$. With the other settings held fixed, cooling from 358 K to 328 K would lower the ten-year loss from 13.4% to 1.6%. At 358 K, a trap deeper by 0.1 eV would reduce it by the factor $e^{0.1/(2\times0.03085)}=5.1$, to 2.7%.

Both of these numbers are too high, because the diffusion equation needs many hops per electron. The mean number of hops in ten years is only 0.17 in the cooled cell and 0.48 with the deeper trap. The hopping equation (31) below gives losses of 0.45% and 1.2% instead. When hops are this rare, the loss is nearly proportional to $\Gamma$ and so varies as $e^{-E/(kT)}$, a stronger dependence than that of the early law.

A trap shallower by 0.1 eV multiplies the early-law loss by the same factor and gives 68%. The exact formula gives 58%, because $\sqrt{Dt}$ is now comparable with $L$. An uncertainty of 0.1 eV in the effective trap depth thus covers the range from a minor loss to the loss of more than half the charge.

### Self-repulsion: the potential

The stored electrons repel one another, and this drives them outward from the gate. Let the charge lie in a plane at $z=0$, between conducting planes at $z=-d_1$ (the channel) and $z=d_2$ (the gate). Both planes are held at zero potential, and the space between them has permittivity $\epsilon$. In atomic units $e=1$ and $\epsilon=\epsilon_r/(4\pi)$, where $\epsilon_r$ is the relative permittivity; $e$ is kept below so that the formulas also hold in SI units.

Take one Fourier component of the electron density, $n_k\cos kx$, and let $\phi_k(z)\cos kx$ be the magnitude of the potential it produces. Away from the charge, Laplace's equation requires $\phi_k''=k^2\phi_k$. The solutions that vanish on the planes and join continuously at $z=0$ are

$$
\phi_k(z)=A\,\frac{\sinh k(z+d_1)}{\sinh kd_1}\ (z<0),\qquad
\phi_k(z)=A\,\frac{\sinh k(d_2-z)}{\sinh kd_2}\ (z>0). \tag{27}
$$

Gauss's law fixes $A$ through the jump of slope at the sheet, $\epsilon[\phi_k'(0^-)-\phi_k'(0^+)]=en_k$. The slopes are $kA\coth kd_1$ and $-kA\coth kd_2$. The sum of the two hyperbolic cotangents is $\sinh k(d_1+d_2)/(\sinh kd_1\sinh kd_2)$, so

$$
A=\frac{e\,n_k}{\epsilon k}\,\frac{\sinh kd_1\,\sinh kd_2}{\sinh k(d_1+d_2)} . \tag{28}
$$

For a sheet much wider than the stack is thick, $k\to0$ and each sinh may be replaced by its argument. The potential under the gate becomes

$$
\phi_0=\frac{e\,n_0}{\epsilon}\,\frac{d_1d_2}{d_1+d_2} . \tag{29}
$$

The example has a 6 nm tunnel oxide, 5 nm of nitride and a 7 nm blocking oxide, with relative permittivities 3.9 for the oxides and 7.5 for the nitride. The charge is placed at mid-nitride. Each half of the nitride counts as $2.5\times3.9/7.5=1.3$ nm of oxide, so $d_1=7.3$ nm and $d_2=8.3$ nm. This replacement is exact for the wide sheet and approximate for short wavelengths.

For a programmed density of $5\times10^{12}\ \mathrm{cm^{-2}}$, (29) gives $\phi_0=0.90$ V. Near the middle of the 30 nm gate an electron therefore has an extra energy of 0.8 to 0.9 eV; at the gate edge, with charge on one side only, it has about half as much. The wide-sheet value $e\phi_0$ is 29 times $kT$. The ratio falls to 1 at $1.7\times10^{11}\ \mathrm{cm^{-2}}$.

### Self-repulsion: the flux and the loss

Let $u(x,t)$ be the repulsion energy of an electron divided by $kT$. A force adds a drift flux proportional to $-n\,\partial u/\partial x$. The coefficient follows from thermal equilibrium, where $n\propto e^{-u}$ and the total flux must vanish. Since $\partial n/\partial x=-n\,\partial u/\partial x$ in that state, the coefficient has to be $D$:

$$
J=-D\left(\frac{\partial n}{\partial x}+n\frac{\partial u}{\partial x}\right). \tag{30}
$$

Because $u$ is itself proportional to the density, the problem is no longer linear, and the fractional loss depends on $n_0$. Equations (28) and (30) were integrated numerically with cells of 0.25 nm on a periodic line of 240 nm. Without repulsion this calculation gives a loss of 13.40%, against the exact 13.41%. With repulsion, empty neighbouring gates and everything else held fixed, it gives:

| initial density ($\mathrm{cm^{-2}}$) | ten-year loss |
|---|---|
| $10^{10}$ | 13.5% |
| $10^{11}$ | 14.8% |
| $10^{12}$ | 25% |
| $5\times10^{12}$ | 45% |

Doubling the cell size changes the last entry by less than one percentage point. Pure diffusion is thus a good description of this cell at $10^{10}\ \mathrm{cm^{-2}}$. At $10^{11}\ \mathrm{cm^{-2}}$ it falls short by about a tenth of the loss, and at the programmed density it is too small by a factor of about 3.3.

The value of 45% is an estimate. The flux (30) assumes that the energy changes by little more than $kT$ over one hop. At the programmed density the energy falls by $29kT$ over a lateral distance of the order of the stack depth, say 8 nm, which is roughly $9kT$ per hop. With the nitride's own permittivity in place of equivalent oxide, the drop at the gate edge is about $6kT$ per hop, and the computed loss is lower by about one percentage point. Spreading the charge evenly through the film instead of on a plane lowers the loss to about 42%. In every case the response to the field is not linear, and whether the true loss is larger or smaller depends on how the field alters release and recapture. Discrete-hop rules that all reduce to (30) in a weak field give different results here: about 29% if a downhill hop can be no faster than $\Gamma/6$, about 45% if the release rate stays $\Gamma$ and only the direction is biased, and about 47% if downhill hops speed up by the same factor as uphill hops slow down. Averaged over one hop, the lateral field at the edge is initially 0.05 to 0.11 V/nm, depending on how the nitride and the thickness of the charge layer are treated; exactly at the sharp edge of a thin sheet it diverges logarithmically. If the traps are positively charged when empty, such a field lowers the barrier to release by roughly 0.2 to 0.4 eV (the Poole-Frenkel effect), depending on the field and on whether the static or the optical permittivity of the nitride applies. The vertical field of the stored charge reaches about 0.06 V/nm in the nitride at the tunnel-oxide face, so traps there would see a lowering of 0.2 to 0.3 eV under the whole gate, not only at its edges. The calculation omits this effect, which could raise the loss well above 45%. The calculation also continues the gate plane across the gaps between gates, ignores the curvature of the cell, and applies no gate voltage.

### Discrete hops

On average an electron makes $\Gamma t=12.2$ hops in ten years, of which one third are along $x$. The Gaussian can be replaced by the probabilities $p_j$ of a net displacement $jb$, which obey

$$
\frac{dp_j}{dt}=\frac{\Gamma}{6}\left(p_{j+1}+p_{j-1}-2p_j\right),\qquad p_j(0)=\delta_{j0}. \tag{31}
$$

Averaging $1-|j|b/L$ over $|j|b<L$, as (10) prescribes, gives a loss of 13.0% instead of 13.4%. The two distributions have the same mean square displacement, but the hopping one has a slightly smaller mean magnitude $\langle|X|\rangle$, and it is this magnitude that sets the early loss.

The difference is greater at the very start. For $\Gamma t\ll1$ an electron has made at most one hop to leading order, and that hop lies along $x$ with probability $1/3$, so

$$
1-F\simeq\frac{\langle|X|\rangle}{L}\simeq\frac{\Gamma t}{3}\,\frac bL . \tag{32}
$$

The loss begins in proportion to $t$, not $\sqrt t$, and the infinite initial flux of (18) disappears. In the example $1/\Gamma$ is about 0.8 years, so within this model the square-root law applies only to storage times well beyond a year at 358 K.

### Neighbours, tunnelling and filled traps

If the two adjacent gates hold the same charge, some of it diffuses in. The contribution at $x$ from the neighbour centred at $x=P$, where $P$ is the pitch, follows from (8) by a shift of origin:

$$
\frac{n_P(x)}{n_0}=\frac12\left[\operatorname{erfc}\frac{P-L/2-x}{\sqrt{4Dt}}-\operatorname{erfc}\frac{P+L/2-x}{\sqrt{4Dt}}\right]. \tag{33}
$$

Averaged over the gate and doubled for two neighbours, this returns $3\times10^{-4}$% of the initial charge. Discrete hops, whose distribution has a heavier tail than the Gaussian, return about $10^{-3}$%. Both values are small because the gap of 20 nm is 5.6 diffusion lengths wide. They apply without self-repulsion, which spreads the charge further and makes the exchange matter. If every gate along the string is programmed to $5\times10^{12}\ \mathrm{cm^{-2}}$, solving (30) on a periodic line of one pitch gives a net loss of about 38% instead of 45%.

Vertical loss through the tunnel oxide can be estimated for the worst-placed electron, in a trap at the oxide face. With a band offset of 1.05 eV between nitride and oxide, the barrier above the trap level is $B=1.45+1.05=2.50$ eV. The stored charge tilts it by $\Delta=0.90\times6/7.3=0.74$ eV across the oxide thickness $w=6$ nm. In the WKB approximation the escape rate is $\nu e^{-S}$ with

$$
S=\frac{2\sqrt{2m}}{\hbar}\int_0^w\sqrt{B-\frac{\Delta z}{w}}\;dz
=\frac{2\sqrt{2m}}{\hbar}\,\frac{2w}{3\Delta}\left[B^{3/2}-(B-\Delta)^{3/2}\right]. \tag{34}
$$

A tunnelling mass of $m=0.42\,m_e$ gives $S=58.1$, and the probability of escape in ten years is 0.02%. The exponent is close to 10 per nanometre of oxide. A tunnel oxide thinner by 1 nm would therefore raise the rate by roughly $10^4$, and most traps at the oxide face would empty within the ten years. Tunnelling assisted by defects in the oxide is not included.

Finally, if there is one trap per volume $b^3$, the 5 nm film has $5/2.5^3=0.32$ traps per $\mathrm{nm^2}$, or $3.2\times10^{13}\ \mathrm{cm^{-2}}$. The programmed charge fills 16% of them, so most sites are free to receive a hopping electron.

### Relation to real cells

Vertical NAND cells do have a continuous nitride, gate lengths of some tens of nanometres and oxides of several nanometres, so the geometry of the example is representative. Ten years at 358 K is a severe condition for continuous storage. The trap depth, hop length and attempt rate are far less certain than the dimensions, and real nitride has a spread of trap depths where the model has one. Of the effects sized here, self-repulsion moves the result most at the stated trap depth: from 13% to an estimated 45% by (30), or about 29% to 47% depending on the hop rule, for a fully programmed cell with empty neighbours, without the Poole-Frenkel effect. Without repulsion, an error of 0.1 eV in the depth moves the loss between about 1%, where hops are rare, and 58%. Equation (1) is thus a reference for weakly charged nitride and a limit against which drift can be judged, not a retention forecast for a full cell. Nor is $F$ the same as the retained threshold voltage, since electrons just outside the gate edge still act on the channel. Most of the values behind these estimates are collected in the numerical output.

## Computed results

```
sqrt(Dt)/L: exact loss, early law (no unit)
  0.1: 0.112838, 0.112838
  0.2: 0.225647, 0.225676
  0.3: 0.335888, 0.338514
  0.5: 0.513935, 0.564190
  1.0: 0.729097, 1.128379
  3.0: 0.906401, 3.385138
sqrt(Dt)/L at half loss = 0.4809
gate length = 30 nm, pitch = 50 nm
trap depth = 1.45 eV, temperature = 358 K
hop length = 2.5 nm, attempt rate = 1e+13 1/s
storage time = 10 years = 3.1536e+08 s
kT = 0.03085 eV
hop rate = 3.868e-08 1/s
mean number of hops = 12.20
D = 4.029e-08 nm2/s = 4.029e-22 cm2/s
Dt = 12.707 nm2, sqrt(Dt) = 3.565 nm
a = L/(2 sqrt(Dt)) = 4.208
exact diffusion loss = 13.407 %
early-law loss = 13.407 %
early law minus exact = 7.1e-11
time to 10 % loss = 5.56 years
time to 50 % loss = 163.8 years
other conditions, same time: exact loss, early law
  1.45 eV, 328 K: 1.56 %, 1.56 %
  1.35 eV, 358 K: 57.80 %, 67.80 %
  1.55 eV, 358 K: 2.65 %, 2.65 %
tunnel oxide, nitride, blocking oxide = 6, 5, 7 nm
relative permittivity: oxide 3.9, nitride 7.5
oxide-equivalent d1, d2 = 7.3, 8.3 nm
programmed sheet density = 5.0e+12 1/cm2
wide-sheet potential = 0.901 V
potential energy over kT = 29.2
density where that ratio is 1 = 1.71e+11 1/cm2
grid loss without repulsion = 13.403 %
loss with self-repulsion, by sheet density
  1e+10 1/cm2: 13.54 %
  1e+11 1/cm2: 14.78 %
  1e+12 1/cm2: 24.96 %
  5e+12 1/cm2: 44.62 %
loss with discrete hops = 12.972 %
returned by filled neighbours = 2.8e-04 %
oxide band offset = 1.05 eV, mass = 0.42 m_e
potential drop in tunnel oxide = 0.741 V
WKB exponent = 58.07
worst-trap tunnelling loss = 1.9e-02 %
share of trap sites filled = 15.6 %
```
